# Bound charge of a slightly inclined 180 degree ferroelectric wall

**Question**

A ferroelectric crystal contains two domains whose spontaneous polarizations have the same size $P=0.26\ \mathrm{C/m^2}$ and point in opposite directions along the polar axis $z$. They meet at a flat wall whose plane makes an angle $\theta=1.0^\circ$ with the polar axis. The two polarizations point towards the wall (head-to-head).

The other data are rough values for tetragonal barium titanate near room temperature: relative permittivity $\varepsilon_a=3000$ across the polar axis and $\varepsilon_c=150$ along it, cell size $a=0.40$ nm, band gap 3.2 eV and coercive field 1 kV/cm. Take the electron mass $m$ equal to the free mass, as a round value, and $T=300$ K.

**(a) Derive the bound charge per unit wall area left by the spontaneous polarization. Does it depend on the wall's internal structure?**

*Answer.* Choose the unit normal to the wall as

$$\mathbf n=(\cos\theta,\,0,\,\sin\theta),$$

pointing from domain 1 to domain 2. The direction $\mathbf t=(-\sin\theta,0,\cos\theta)$ satisfies $\mathbf t\cdot\mathbf n=0$, so it lies in the wall. Since $\mathbf t\cdot\hat{\mathbf z}=\cos\theta$, it makes the required angle $\theta$ with the polar axis. The polarizations are $\mathbf P_1=P\hat{\mathbf z}$ and $\mathbf P_2=-P\hat{\mathbf z}$. Domain 1 points towards the wall because $\mathbf P_1\cdot\mathbf n=P\sin\theta>0$.

Let the polarization change smoothly through the wall and depend only on the distance $s=\mathbf r\cdot\mathbf n$. The gradient of $s$ is $\mathbf n$, so the bound charge density is

$$\rho_b=-\nabla\cdot\mathbf P=-\mathbf n\cdot\frac{d\mathbf P}{ds}.$$

Integrating along the normal, from deep in domain 1 to deep in domain 2, gives the charge per unit area:

$$\sigma=-\int \mathbf n\cdot\frac{d\mathbf P}{ds}\,ds=(\mathbf P_1-\mathbf P_2)\cdot\mathbf n .$$

The integral depends on the end values alone. The width and internal profile of a flat, uniform wall therefore do not affect its total charge. Inserting the two polarizations,

$$\sigma=P\sin\theta-(-P\sin\theta)=2P\sin\theta .$$

The factor 2 arises because both domains end at the wall. A wall parallel to the polar axis has $\theta=0$ and no charge; a wall perpendicular to it has the largest charge, $2P$. Reversing both polarizations makes the wall tail-to-tail and changes the sign of $\sigma$.

**(b) Calculate the charge and the equivalent number of electrons per cm². How sensitive is the number to the angle?**

*Answer.* With $\sin 1^\circ=0.017452$,

$$\sigma=2(0.26)(0.017452)=0.00908\ \mathrm{C/m^2}=0.908\ \mathrm{\mu C/cm^2}.$$

Dividing by the elementary charge $e=1.602\times10^{-19}$ C,

$$N=\frac{\sigma}{e}=5.66\times10^{16}\ \mathrm{m^{-2}}=5.66\times10^{12}\ \mathrm{cm^{-2}},$$

or $5.7\times10^{12}\ \mathrm{cm^{-2}}$ to two figures. The bound charge is positive and is not itself made of electrons. $N$ is the number of electrons whose negative charge would balance it. A tail-to-tail wall would need the same amount of positive charge.

At fixed $P$, differentiating $N=2P\sin\theta/e$ and dividing by $N$ gives

$$\frac{dN}{N}=\cot\theta\,d\theta\simeq\frac{d\theta}{\theta}\qquad(\theta\ll1).$$

An increase of $0.1^\circ$ thus adds about a tenth of the original number, $5.7\times10^{11}\ \mathrm{cm^{-2}}$. A perpendicular wall would need $2P/e=3.2\times10^{14}\ \mathrm{cm^{-2}}$.

**(c) Suppose that the wall consists of segments parallel to $z$, joined by steps one cell high. Find the step spacing and show that the mean charge is unchanged.**

*Answer.* Each step moves the wall sideways by $a$. To produce the mean slope $\tan\theta$, the steps must be separated along $z$, on average (57 or 58 cells), by

$$L=\frac{a}{\tan\theta}=22.9\ \mathrm{nm}.$$

The segments parallel to $z$ are neutral. Each step face is perpendicular to $z$, has width $a$, and carries charge $2P$ per unit area. The length of mean wall belonging to one step is

$$\sqrt{a^2+L^2}=a\sqrt{1+\cot^2\theta}=\frac{a}{\sin\theta}.$$

The mean charge per unit wall area is therefore

$$\frac{2Pa}{a/\sin\theta}=2P\sin\theta .$$

The small inclination charges a few places strongly. The uniform charge of part (a) is their average, suitable for the field far from the wall compared with $L$. Close to a step, the field varies along the wall. The anisotropy slows the decay of this variation: its decay length normal to the wall is $(L/2\pi)\sqrt{\varepsilon_a/\varepsilon_c}\simeq0.7L=16$ nm, so "far" means several $L$. This is for evenly spaced steps; the mixture of 57- and 58-cell spacings adds a weak ripple of longer period that decays more slowly.

**(d) What free charge removes the field from both domains? If there is no free charge, what are the field and the net charge? Assume that the wall lies midway between distant, short-circuited electrodes parallel to it, and that the dielectric response is linear.**

*Answer.* Write the displacement in domain $i$ as

$$\mathbf D_i=\varepsilon_0\boldsymbol\varepsilon\mathbf E_i+\mathbf P_i,$$

where $\boldsymbol\varepsilon$ is the relative permittivity tensor and $\mathbf P_i$ remains the spontaneous part. A free sheet charge $\sigma_f$ makes the normal displacement jump by $\sigma_f$. If both fields vanish,

$$\sigma_f=(\mathbf P_2-\mathbf P_1)\cdot\mathbf n=-2P\sin\theta=-\sigma .$$

The permittivity has dropped out: full compensation needs the $N$ electrons of part (b).

Without free charge, the field depends only on $s$. Its tangential component is then constant, because the electrostatic field has no curl, and is zero because it vanishes at the electrodes. The short circuit and equal domain thicknesses require opposite normal fields of equal size, $\mathbf E_1=-E_0\mathbf n$ and $\mathbf E_2=E_0\mathbf n$. The permittivity for a field along the normal is

$$\varepsilon_n=\mathbf n\cdot\boldsymbol\varepsilon\mathbf n=\varepsilon_a\cos^2\theta+\varepsilon_c\sin^2\theta\simeq2999 .$$

Continuity of the normal displacement gives

$$P\sin\theta-\varepsilon_0\varepsilon_nE_0=-P\sin\theta+\varepsilon_0\varepsilon_nE_0,$$

and hence

$$E_0=\frac{P\sin\theta}{\varepsilon_0\varepsilon_n}=\frac{\sigma}{2\varepsilon_0\varepsilon_n}=1.71\times10^5\ \mathrm{V/m}=1.71\ \mathrm{kV/cm}.$$

Using $\varepsilon_c$ for every direction would give 34 kV/cm, twenty times too much for this model. The field is almost perpendicular to the polar axis, where the crystal responds strongly.

Gauss's law in terms of all charge, spontaneous and induced, gives

$$\sigma_{\rm net}=2\varepsilon_0E_0=\frac{\sigma}{\varepsilon_n}=3.0\times10^{-6}\ \mathrm{C/m^2}.$$

The induced polarization has cancelled nearly all the original bound charge. It does so by turning the polarization. Both sides of the continuity equation are zero, so $D_n=0$, and the total polarization in domain 1 has normal component $\varepsilon_0E_0=P\sin\theta/\varepsilon_n$. Its angle to the wall is thus only about $\theta/\varepsilon_n$: the polarization has turned by almost the full $1^\circ$ and lies nearly parallel to the wall. The induced transverse part is about 1.7% of $P$, which makes a linear estimate reasonable but does not prove it.

The component of the field along the polar axis is $E_0\sin\theta=0.030$ kV/cm. It opposes the spontaneous polarization in both domains and is 3% of the coercive field, but this does not show that the uncompensated wall is stable. The component across the polar axis, 1.71 kV/cm, exceeds the coercive field and lies along an $a$ axis, an allowed polar direction of the tetragonal crystal, so it favours some $90^\circ$ switching, which the linear model leaves out. Only a small part of the volume is favoured: a switched fraction of about $\tan\theta=1.7\%$ already cancels the mean normal polarization and with it the field, while complete switching would leave a tail-to-tail wall with a charge near $2P$ in size. The value 0.030 kV/cm is also only an average along the wall: treating the steps of part (c) as line charges, the local component along $z$ swings by about $\pm4$ kV/cm at distance $L$ from the wall and $\pm0.9$ kV/cm at $2L$.

**(e) Could the field draw the electrons from the valence band? If donors far from the wall supply them instead, how widely do they spread?**

*Answer.* For a valence electron at distance $d$ to reach the conduction band at the wall, the potential drop $E_0d$ must be about 3.2 V. This needs

$$d=\frac{3.2\ \mathrm V}{1.71\times10^5\ \mathrm{V/m}}\simeq19\ \mathrm{\mu m}.$$

Thermal carriers lower this distance slightly. Take blocking electrodes, at which the holes collect, and equal electron and hole masses. Each band edge then need only come within about $k_BT\ln(N_c/n_0)=0.14$ eV of the Fermi level, with the peak density $n_0$ and the effective density of states $N_c$ found below. The required drop is about 2.9 V and the distance about 17 μm. In clearly thinner domains this route is closed on this estimate, and donors or electrodes must supply the electrons. In thicker domains equilibrium leaves a field of about $2.9\ \mathrm V/d$, so the compensated fraction is about $1-17\ \mathrm{\mu m}/d$: roughly one third for a 25 μm domain and two thirds for a 50 μm domain. These are equilibrium limits, and in the dark at 300 K they are not reached in practice. Tunnelling across the gap at this field is negligible. The intrinsic density is only $3\times10^{-8}\ \mathrm{cm^{-3}}$, so thermal generation, at a rate of about $n_i/\tau$ per unit volume, would need some three centuries for these 25–50 μm domains even with a carrier lifetime $\tau=1$ ps. This time depends strongly on the rough data: it falls to about 30 years for a 1 mm domain, and to about 8 years for a 50 μm domain if the gap is 3.0 eV.

For electrons from remote donors, let $x$ be the distance from the wall on one side, and set the potential $\phi$ to zero at $x=0$. A classical gas in equilibrium has density $n=n_0e^{e\phi/k_BT}$. Its charge density is $-en$, so Poisson's equation reads

$$\varepsilon_0\varepsilon_n\phi''=en .$$

Multiply by $\phi'$. The Boltzmann law gives $en\phi'=k_BT\,n'$, so both sides are derivatives:

$$\frac{d}{dx}\left(\tfrac12\varepsilon_0\varepsilon_n\phi'^2\right)=\frac{d}{dx}(k_BTn).$$

Far away, both the field and the density vanish, so the integration constant is zero. At the wall the bound sheet is still uncompensated and, by symmetry, sends half its flux to each side: $\phi'(0)=-E_0$. Therefore

$$n_0=\frac{\varepsilon_0\varepsilon_nE_0^2}{2k_BT},\qquad \phi'=-E_0\sqrt{\frac{n}{n_0}}=-E_0e^{e\phi/2k_BT}.$$

Separating the variables and integrating from the wall gives

$$e^{-e\phi/2k_BT}=1+\frac{x}{b},\qquad b=\frac{2k_BT}{eE_0},$$

and so

$$n(x)=\frac{n_0}{(1+x/b)^2}.$$

Each side holds $\int_0^\infty n\,dx=n_0b$ electrons per unit area. The total is

$$2n_0b=\frac{2\varepsilon_0\varepsilon_nE_0}{e}=\frac{\sigma}{e}=N,$$

as required. For the given data,

$$b=303\ \mathrm{nm},\qquad n_0=9.4\times10^{16}\ \mathrm{cm^{-3}}.$$

The fraction of one side's electrons within distance $x$ is $x/(x+b)$: half lie within $b$, and 90% within $9b\simeq2.7\ \mathrm{\mu m}$. The field falls as $E_0/(1+x/b)$, so compensation removes it far from the wall, not at the wall itself. The solution needs donors shallow enough to release all $N$ electrons: at their distance $d$ the Fermi level must be able to lie $k_BT\ln[N_c/n(d)]$ below the conduction band, about 0.27 eV at 3 μm and 0.33 eV at 10 μm. If deeper donors pin it 0.5 eV below the band, a residual field remains, and only about 36% (3 μm) or 83% (10 μm) of the charge is compensated. The solution also needs a donor density near the wall far below $n_0$. With uniform ionized donors, the half and 90% distances of the excess electrons shrink to about 210 nm and 1.0 μm at $10^{16}\ \mathrm{cm^{-3}}$, and to about 110 nm and 0.4 μm at $10^{17}\ \mathrm{cm^{-3}}$. For the stepped wall of part (c), $n_0$ is a mean along the wall; compared with the point midway between steps, the density is about twice as high 1–2 nm from a step normal to the wall, but only 1.5 to 1.3 times as high at the same distances along the wall. The solution also needs domains much wider than $b$, and the 90% distance needs domains much wider than $9b$; in a 3 μm domain that holds all its electrons it is 1.7 μm.

The classical description is consistent. The effective density of states, $2(2\pi mk_BT/h^2)^{3/2}=2.5\times10^{19}\ \mathrm{cm^{-3}}$, is far above $n_0$, and the thermal wavelength $h/\sqrt{2\pi mk_BT}=4.3$ nm is far below $b$.

**(f) Which of these results should be trusted most for a real barium titanate crystal?**

*Answer.* The spontaneous bound charge follows from $P$ and the local angle, and is the firmest result. A wall whose inclination varies has a locally varying charge. The facets of a symmetric head-to-head zigzag all carry the same charge, while those of a zigzag running along the polar axis alternate in sign. Near $1^\circ$, each $0.1^\circ$ changes it by about 10%. The field and electron distribution are less certain, because the permittivities depend on temperature, strain and frequency. Halving $\varepsilon_n$ with $P$, $\theta$ and $T$ fixed doubles $E_0$ and $n_0$ and halves $b$, but leaves $N$ unchanged.

Real crystals can also break the assumption that electrons alone compensate the wall. Charged defects may contribute, and compensation may be incomplete. The number of mobile electrons can then lie well below $5.7\times10^{12}\ \mathrm{cm^{-2}}$, so this number alone does not predict the wall's conductance.
